# Why Supercritical Drying Spares Resist Lines from Capillary Collapse

**Question.** Tall, narrow resist lines can survive development and then fall against each other while the rinse liquid dries. Why can drying through supercritical carbon dioxide leave them standing, and how does the liquid-vapour tension depend on temperature near the critical point?

**Answer.** Capillary collapse needs a meniscus. Supercritical drying takes the fluid from liquid-like to gas-like density along a path on which no meniscus can form. Such a path exists because liquid-vapour coexistence ends at a critical point, where the two phases become identical and their tension $\gamma$ vanishes. The force that a meniscus would exert shows what is being avoided.

**The force of a meniscus**

Consider two long parallel lines of width $w$ and height $H$, a distance $d$ apart, with liquid between them and vapour outside. The algebra is in atomic units, with temperature measured as an energy ($k_B=1$). For complete wetting, the meniscus across the gap is a half-cylinder of radius $d/2$, so the liquid pressure lies below the vapour pressure by

$$\Delta p=\frac{\gamma}{d/2}=\frac{2\gamma}{d}.$$

This difference pushes the lines together. Each line is a cantilever with plane-strain modulus $E$ and, per unit length, second moment of area $I=w^3/12$. At height $x$ the load above produces the moment $\Delta p(H-x)^2/2$, so the deflection $y$ obeys $EIy''=\Delta p(H-x)^2/2$. The foot is clamped, $y(0)=y'(0)=0$, and the tip deflection is therefore

$$\delta=\int_0^H (H-x)\,y''\,dx=\frac{\Delta p}{2EI}\,\frac{H^4}{4}=\frac{3\Delta p\,H^4}{2Ew^3}.$$

Both lines bend inward, so the gap at the meniscus shrinks to $d-2\delta$ and the pressure difference grows to $2\gamma/(d-2\delta)$. Substitution gives

$$\delta(d-2\delta)=\frac{3\gamma H^4}{Ew^3}.$$

The left side is largest at $\delta=d/4$, where it equals $d^2/8$. Equilibrium without contact is impossible when the right side exceeds this value, that is, when $\gamma$ exceeds

$$\gamma^*=\frac{Ew^3d^2}{24H^4}.$$

A meniscus whose load builds up slowly is thus harmless in this model if its tension is below $\gamma^*$. A sudden load can make the lines overshoot and touch at a somewhat lower tension. Supercritical drying goes further and removes the meniscus.

**Why the path has no meniscus**

For a fluid of number density $n$ and temperature $T$, van der Waals theory gives

$$p=\frac{nT}{1-bn}-an^2,$$

where $b$ describes excluded volume and $a$ attraction. At the critical point $\partial p/\partial n$ and $\partial^2p/\partial n^2$ both vanish:

$$T=2an(1-bn)^2,\qquad T=\frac{a}{b}(1-bn)^3.$$

Equating the two gives $2bn=1-bn$, hence

$$n_c=\frac{1}{3b},\qquad T_c=\frac{8a}{27b},\qquad p_c=\frac{a}{27b^2}.$$

With $\rho=n/n_c$ and $\tau=T/T_c$, the pressure becomes

$$\frac{p}{p_c}=\frac{8\tau\rho}{3-\rho}-3\rho^2.$$

Let $f$ be the Helmholtz free energy per volume. The chemical potential is $\mu=df/dn$ and the pressure is $p=n\mu-f$, so $dp/dn=n\,d^2f/dn^2$. In reduced variables,

$$\frac{1}{p_c}\frac{d^2f}{d\rho^2}=\frac{1}{\rho}\frac{d(p/p_c)}{d\rho}=\frac{24\tau}{\rho(3-\rho)^2}-6.$$

For $0<\rho<3$ the product $\rho(3-\rho)^2$ has its maximum, 4, at $\rho=1$. The least value of the right side is therefore $6(\tau-1)$. Above $T_c$ it is positive, so $\mu$ rises steadily with density. Two phases in equilibrium need equal $\mu$ at different densities, which is then impossible.

The fluid must also reach this region without boiling. Below $T_c$, the turning points of an isotherm satisfy $4\tau=\rho(3-\rho)^2$. Inserting this into the pressure gives $p/p_c=3\rho^2-2\rho^3$, whose maximum for positive $\rho$ is 1. Above $p_c$ there is therefore one density for each pressure, even below $T_c$.

The process follows: compress the liquid above $p_c$, heat it above $T_c$, then lower the pressure while keeping $T>T_c$. The density falls continuously. The fluid need not pass through the critical point itself. Venting the liquid below $T_c$ instead crosses coexistence and creates menisci. The argument covers a single fluid, so rinse water must first be replaced through mutually miscible liquids.

**From molecular attraction to tension**

An interface costs energy because its molecules have neighbours at a different density. Take the pair attraction $u(r)=-\epsilon(\sigma/r)^6$ outside a hard core of diameter $\sigma$, and treat the remaining free energy as local. For slowly varying density, the angular average of $n$ at distance $s$ is $n+s^2\nabla^2n/6$. The attractive energy per volume is then

$$\frac{n^2}{2}\int u\,d^3s+\frac{n\nabla^2n}{12}\int s^2u\,d^3s.$$

Integrating the second term by parts turns $n\nabla^2n$ into $-|\nabla n|^2$. Writing the result as $-an^2+(c/2)|\nabla n|^2$ gives

$$a=-\frac12\int u\,d^3s=\frac{2\pi\epsilon\sigma^3}{3},\qquad
c=-\frac16\int s^2u\,d^3s=\frac{2\pi\epsilon\sigma^5}{3}=a\sigma^2.$$

The next moment, $\int s^4u\,d^3s$, diverges for this attraction, so the square-gradient form is used at leading order for slow variation.

For a planar interface normal to $z$, let $\Delta\omega=f-\mu n+p$, with $\mu$ and $p$ at their coexistence values. This excess vanishes in both bulk phases. The tension is the minimum of

$$\gamma=\int\left[\Delta\omega+\frac c2\left(\frac{dn}{dz}\right)^2\right]dz.$$

The minimum condition is $c\,n''=d\Delta\omega/dn$. Multiplying by $n'$ and integrating gives $(c/2)n'^2=\Delta\omega$; the constant is zero because both sides vanish in the bulk. The two terms of the integrand are therefore equal, and

$$\gamma=\int c\,n'^2dz=\int_{n_v}^{n_l}\sqrt{2c\,\Delta\omega}\;dn,$$

with $n_v$ and $n_l$ the vapour and liquid densities.

**The 3/2 power**

Set $t=1-T/T_c$ and $\rho=1+\varphi$. Then $\rho(3-\rho)^2=4-3\varphi^2+\varphi^3$. For small $t$, with $\varphi^2$ of order $t$, the leading terms are

$$\frac{1}{p_c}\frac{d^2f}{d\varphi^2}\simeq-6t+\frac92\varphi^2.$$

Two integrations give $-3t\varphi^2+\frac38\varphi^4$, apart from constant and linear terms that $p$ and $\mu$ remove. The minima satisfy $-6t\varphi+\frac32\varphi^3=0$, so $\varphi=\pm2\sqrt t$. Making the minimum value zero adds $6t^2$:

$$\Delta\omega=\frac38p_c(4t-\varphi^2)^2.$$

The tension follows:

$$\gamma=n_c\sqrt{\frac{3cp_c}{4}}\int_{-2\sqrt t}^{2\sqrt t}(4t-\varphi^2)\,d\varphi
=n_c\sqrt{\frac{3cp_c}{4}}\;\frac{32}{3}t^{3/2}.$$

Since $cn_c^2=a\sigma^2/(9b^2)=3\sigma^2p_c$, the square root times $n_c$ is $\frac32\sigma p_c$, and

$$\boxed{\gamma\simeq16\,p_c\sigma\,t^{3/2}}\qquad(t\to0^+,\ \text{mean field}).$$

The density difference contributes $t^{1/2}$ and the square root of the barrier, $6p_ct^2$, contributes $t$.

The interface also widens. The relation $(c/2)n'^2=\Delta\omega$ becomes $d\varphi/dz=(4t-\varphi^2)/(2\sigma)$, solved by

$$\varphi=2\sqrt t\,\tanh\frac{z}{2\xi},\qquad \xi=\frac{\sigma}{2\sqrt t}.$$

**Numbers for a dense line pattern**

Take $w=d=15$ nm, $H=90$ nm and $E=2$ GPa. Since 1 GPa nm is 1000 mN/m,

$$\gamma^*=\frac{2\times15^3\times15^2}{24\times90^4}\ \text{GPa nm}=0.965\ \text{mN/m},$$

or $6.0\times10^{-5}$ eV/Å$^2$. Water, at roughly 72 mN/m, exceeds this about 75 times. With the other dimensions fixed, $\gamma^*\propto H^{-4}$, so the slender-beam estimate of the greatest height that survives fully wetting water is $90/74.6^{1/4}\approx31$ nm. Such a line is only about twice as tall as it is wide. Including shear and the downward pull of the meniscus, both discussed below, lowers the height to about 28 nm. Both heights assume linear elasticity. Just before collapse the bending stress at the foot, $3\Delta p\,H^2/w^2$, is then 200 to 240 MPa, a strain of 10 to 12%. A glassy polymer is likely to yield or break before that, so real lines may fail at a smaller height. For the 90 nm lines at $\gamma^*$ the strain is only 1.4%.

For carbon dioxide, take the rough values $T_c=304$ K and $p_c=7.4$ MPa. The critical relations give $b=T_c/(8p_c)=0.0709$ nm$^3$. Hard spheres have $b=2\pi\sigma^3/3$, so $\sigma=0.3235$ nm. The amplitude is

$$16p_c\sigma=16\times7.4\times0.3235\ \text{MPa nm}=38.3\ \text{mN/m},$$

or $2.39\times10^{-3}$ eV/Å$^2$. At 293 K, $t=11/304$ and the power law gives 0.264 mN/m. Solving numerically for the coexisting densities and integrating the full $\sqrt{2c\,\Delta\omega}$ gives 0.262 mN/m. At 303 K both give 0.0072 mN/m. These values keep the square-gradient form. Minimising the interface energy with the unexpanded $r^{-6}$ attraction gives 0.255 mN/m at 293 K, about 3% less. This correction shrinks roughly as $\sqrt t$ and is below 1% at 303 K.

Setting $\gamma=\gamma^*$ in the power law gives

$$t^*=\left(\frac{\gamma^*}{16p_c\sigma}\right)^{2/3}=\left(\frac{0.965}{38.3}\right)^{2/3},$$

hence $T=278$ K; the full integral also gives 278 K, and the unexpanded attraction gives 277 K. In this model, a carbon dioxide meniscus whose load builds up slowly would not topple the lines between that temperature and $T_c$. At fixed $w$, $d$ and $E$ the width of this window falls as $H^{-8/3}$.

**How far the model can be trusted**

The dimensions and modulus are rough values for a fine polymer resist pattern. The threshold $\gamma^*$ is that of a pair with vapour on its outer sides. In a long row with every gap equally wet, the loads on each line balance. If neighbouring lines then move by $\delta$ in opposite directions, the net pressure on each is $2\gamma/(d-2\delta)-2\gamma/(d+2\delta)\simeq8\gamma\delta/d^2$, which for small $\delta$ overcomes the bending stiffness only above $2\gamma^*$. A larger displacement lowers this to $2\gamma^*[1-(2\delta/d)^2]$. The end lines of a finite row have vapour on their outer side, and in a row of ten they give way at about $1.3\gamma^*$. Uneven drying can remove this balance, so the pair is used here. The measured tension of carbon dioxide at 293 K is roughly 1.2 mN/m, about 4.6 times the model value and above $\gamma^*$. The model therefore errs on the unsafe side: it calls a meniscus harmless at 293 K when the rough measured tension would cause collapse. Near $T_c$ real fluids follow an exponent of about 1.26. Scaling the rough measured value with that exponent moves the harmless limit to about 295 K, leaving a window of some 9 K instead of 26 K.

Mean-field theory neglects density fluctuations. At either minimum the stiffness is $p_c(-6t+18t)=12p_ct$, so a cube of side $2\xi$ would have a variance of $\varphi$ of $T/[12p_ct(2\xi)^3]$ if density gradients cost nothing. At 293 K, where $\xi=0.85$ nm, this is about 1.8 times the squared order parameter $4t$. The gradient cost reduces the variance of so small a cube to about a quarter of this, which leaves a ratio of about 0.4. That is still too large to justify neglecting fluctuations there, and the ratio grows as $t^{-1/2}$ towards $T_c$. The sharp-meniscus formula also fails very close to $T_c$: taking $4\xi$ as the interface thickness, it fills the 15 nm gap within about 0.6 K of $T_c$.

Venting needs heat. Without it, zero entropy change requires $c_v\,dT/T+dv/(v-b)=0$, where $v=1/n$ and $c_v$ is the heat capacity per molecule, so $T(v-b)^{1/c_v}$ stays constant. With the rough value $c_v=3.5$, a reversible adiabatic vent from 313 K and 10 MPa, followed numerically in the model, meets the liquid side of coexistence at 298 K and 6.8 MPa. Menisci can then form. The crossing temperature depends on the equation of state: the Peng-Robinson equation, fitted to the critical point and vapour pressure of carbon dioxide, puts it near 302 K. These values lie about 3 K and 7 K above the corrected harmless limit, so further cooling with liquid still between the lines could bring collapse back. Slow, heated venting that keeps $T>T_c$ avoids this.

Among the effects that the beam model omits, two can be estimated simply and are small for the 90 nm lines. The meniscus pulls down on the inner edge of each line with moment $\gamma w/2$, which adds a fraction $wd/H^2=2.8\%$ to the bending deflection in an open gap. Shear, for Poisson ratio $\nu=0.35$, adds $0.8w^2/[(1-\nu)H^2]=3.4\%$. Softening has a more direct effect, since $\gamma^*$ is proportional to $E$: if carbon dioxide swells the resist and halves its modulus, the threshold halves.

Attraction between the solid lines remains even without a meniscus. For two half-spaces it gives the pressure $A/(6\pi d^3)$. With a rough Hamaker constant $A=0.6$ eV, this is 1.2% of the capillary pressure $2\gamma^*/d=0.129$ MPa and bends each line by about 0.02 nm. For this pattern, removing the meniscus removes the much larger of these two forces.

Numerical values quoted here were computed with a short program.
